\section*{Total bound charge of a rough interface between two polarized crystals, part 1}

(Sections cited here and not found follow in the second part.)

\section{The total charge and why roughness drops out}

\subsection{A staircase interface}

Let one crystal lie on top of another, and let the interface between them be a staircase: horizontal terraces at various heights, joined by vertical walls. Both crystals are uniformly polarized along the vertical direction $z$. Cut them in thought into thin vertical columns of cross-section $\alpha$, so narrow that each column meets the interface on a single terrace.

Take one column of one crystal, of length $\ell$ and polarization $p$ along $+z$. Polarization is dipole moment per volume, so the column has the dipole moment $p\alpha\ell$. Inside it, the positive end of each dipole is cancelled by the negative end of the next. The side walls are parallel to the dipoles and carry no charge. What remains is a charge $+Q_{\rm end}$ at the top and $-Q_{\rm end}$ at the bottom, a distance $\ell$ apart. The two descriptions must give the same moment:
\begin{equation}
Q_{\rm end}\,\ell=p\,\alpha\,\ell
\qquad\Rightarrow\qquad
Q_{\rm end}=p\,\alpha .
\end{equation}
The length has cancelled. A long column and a short one carry the same end charge.

At the interface, the top of a lower column with polarization $p_1$ meets the bottom of an upper column with polarization $p_2$. The charge there is $p_1\alpha-p_2\alpha$, whatever the height of the terrace. If $M$ columns cover the horizontal area $A=M\alpha$, the total is
\begin{equation}
Q=M(p_1-p_2)\alpha=(p_1-p_2)A .
\end{equation}
A flat interface of area $A$ carries the same charge. The vertical walls add area to the staircase but no charge.

A real rough interface has sloping parts, and it may overhang. The same conclusion holds there, but it needs a rule for the charge on a tilted surface and a definition of the average normal.

\subsection{Assumptions and sign conventions}

Crystal 1 lies below crystal 2. The unit normal $\mathbf n$ of the interface points from crystal 1 into crystal 2. The polarizations $\mathbf P_1$ and $\mathbf P_2$ are uniform, each in its own crystal, right up to the interface. They are the polarizations at zero electric field; the further polarization that a field induces is treated in the second half.

Both polarizations must be measured from the same reference. Adding one constant vector to both of them leaves their difference unchanged, and the interface charge will turn out to depend on this difference alone. Adding a vector to only one of them would in general change the answer.

The charge counted is the bound charge of the interface. Mobile electrons that gather nearby are not included, nor are the charges on the outer faces of the crystals.

\subsection{Bound charge from a varying polarization}

Picture a material as positive charge of density $\rho_+$ lying over negative charge of density $-\rho_+$. To polarize it, displace the positive charge by a small vector $\mathbf d$. The dipole moment per volume is then $\mathbf P=\rho_+\mathbf d$.

Consider a small area $dA$ with unit normal $\mathbf m$. The positive charge that crosses it fills a slanted prism of base $dA$ and height $\mathbf d\cdot\mathbf m$, so the charge crossing is
\begin{equation}
\rho_+\,\mathbf d\cdot\mathbf m\,dA=\mathbf P\cdot\mathbf m\,dA .
\end{equation}
A closed region $V$ was neutral before the displacement. With $\mathbf m$ pointing outward, the charge left inside is minus the charge that went out:
\begin{equation}
Q_V=-\oint_{\partial V}\mathbf P\cdot\mathbf m\,dA
=-\int_V\nabla\cdot\mathbf P\,dV .
\label{eq:bound}
\end{equation}
The second form is the divergence theorem. Since $V$ is arbitrary, the bound charge density is $\rho=-\nabla\cdot\mathbf P$. It vanishes where $\mathbf P$ is uniform, so in this model the bound charge sits only at the interface and on the outer faces of the crystals.

\subsection{The charge on a tilted surface}

Enclose a small piece $dA$ of the interface in a flat box whose two lids are parallel to it. The upper lid lies in crystal 2 and has outward normal $\mathbf n$. The lower lid lies in crystal 1 and has outward normal $-\mathbf n$. The side wall has an area proportional to the height of the box, so its contribution vanishes as the height goes to zero. Equation~\eqref{eq:bound} gives
\begin{align}
dQ&=-\left[\mathbf P_2\cdot\mathbf n\,dA
+\mathbf P_1\cdot(-\mathbf n)\,dA\right]\nonumber\\
&=(\mathbf P_1-\mathbf P_2)\cdot\mathbf n\,dA .
\end{align}
The charge per true area is therefore
\begin{equation}
\sigma=(\mathbf P_1-\mathbf P_2)\cdot\mathbf n .
\label{eq:sigma}
\end{equation}
Exchanging the labels of the crystals changes the sign of the difference and also the sign of $\mathbf n$, so $\sigma$ is unchanged, as it must be.

Let both polarizations lie along $z$, and let $\theta$ be the angle between $\mathbf n$ and $z$. Then
\begin{equation}
\sigma=(p_1-p_2)\cos\theta .
\end{equation}
A tilted facet has a lower charge density than a horizontal one. On a vertical wall $\cos\theta=0$, which recovers the uncharged walls of the staircase.

The same density follows if the polarization changes over a thin layer instead of jumping. Let the interface be $z=h(x)$, and let
\begin{equation}
P_z=p_1+(p_2-p_1)\,s(f),\qquad f=z-h(x),
\end{equation}
where $s$ rises smoothly from 0 to 1 near $f=0$. Then
\begin{equation}
\rho=-\frac{\partial P_z}{\partial z}=(p_1-p_2)\,s'(f).
\end{equation}
Go through the layer along the normal, with distance $\ell_n$. The gradient of $f$ is $(-h',1)$ in the $x,z$ plane, and it is parallel to the normal. In a layer thin enough for $h'$ to be constant across it, $df/d\ell_n=\sqrt{1+h'^2}$. Hence
\begin{equation}
\int\rho\,d\ell_n
=\frac{p_1-p_2}{\sqrt{1+h'^2}}\int s'(f)\,df
=\frac{p_1-p_2}{\sqrt{1+h'^2}} .
\end{equation}
Since $\tan\theta=|h'|$, the factor $1/\sqrt{1+h'^2}$ is $\cos\theta$. The shape of the thin transition has dropped out.

\subsection{A rough surface without overhangs}

Now let the interface be $z=h(x,y)$, with one height above each point of the horizontal plane. A step $dx$ along the surface is the vector $(1,0,h_x)\,dx$, and a step $dy$ is $(0,1,h_y)\,dy$, where subscripts denote partial derivatives. Their cross product has the area of the surface element as its length and the normal as its direction:
\begin{align}
\mathbf n\,dA
&=(1,0,h_x)\times(0,1,h_y)\,dx\,dy\nonumber\\
&=(0\cdot h_y-h_x\cdot1,\;h_x\cdot0-1\cdot h_y,\;1\cdot1-0\cdot0)\,dx\,dy
\nonumber\\
&=(-h_x,-h_y,1)\,dx\,dy .
\label{eq:element}
\end{align}
The $z$ component is positive, so this normal points upward, from crystal 1 to crystal 2, as required.

For polarizations along $z$, only the third component of equation~\eqref{eq:element} enters:
\begin{equation}
\sigma\,dA=(p_1-p_2)\,n_z\,dA=(p_1-p_2)\,dx\,dy .
\label{eq:local}
\end{equation}
The slopes have disappeared before any integration. In terms of the tilt, the true area is larger than its projection, $dA=dx\,dy/\cos\theta$, while the density is smaller by the factor $\cos\theta$. The two factors cancel at every point. Integration over a horizontal region of area $A$ gives
\begin{equation}
Q=(p_1-p_2)A .
\label{eq:graph}
\end{equation}
Multiplying the flat density $p_1-p_2$ by the true area would count the extra area without the reduced density.

\subsection{Overhangs and the vector area}

If the interface folds over, a vertical line may cross it three times. At the middle crossing crystal 2 lies below crystal 1, so the normal from 1 to 2 points downward. With $n_z<0$, that sheet contributes $-(p_1-p_2)\,dx\,dy$. The three crossings together give
\begin{equation}
(+1-1+1)(p_1-p_2)\,dx\,dy=(p_1-p_2)\,dx\,dy .
\end{equation}
The fold has added two charges that cancel in the total.

To treat every shape at once, integrate equation~\eqref{eq:sigma} over the whole interface. The polarizations are constant and may be taken outside the integral:
\begin{equation}
Q=(\mathbf P_1-\mathbf P_2)\cdot\mathbf S,
\qquad
\mathbf S=\int\mathbf n\,dA .
\label{eq:vector}
\end{equation}
The vector $\mathbf S$ is called the vector area. It depends only on the rim of the surface, which can be shown with Stokes' theorem. Let $\mathbf c$ be any constant vector and $\mathbf r$ the position. The product rule for the curl gives
\begin{align}
\nabla\times(\mathbf c\times\mathbf r)
&=\mathbf c\,(\nabla\cdot\mathbf r)-(\mathbf c\cdot\nabla)\mathbf r
\nonumber\\
&=3\mathbf c-\mathbf c=2\mathbf c .
\end{align}
Terms with derivatives of $\mathbf c$ are absent because $\mathbf c$ is constant. Therefore
\begin{align}
\mathbf c\cdot\mathbf S
&=\frac12\int\left[\nabla\times(\mathbf c\times\mathbf r)\right]
\cdot\mathbf n\,dA\nonumber\\
&=\frac12\oint(\mathbf c\times\mathbf r)\cdot d\mathbf l
=\mathbf c\cdot\frac12\oint\mathbf r\times d\mathbf l .
\end{align}
The last step is the cyclic rule for the triple product. The rim is traversed in the right-handed sense about $\mathbf n$. Since $\mathbf c$ is arbitrary,
\begin{equation}
\mathbf S=\frac12\oint\mathbf r\times d\mathbf l .
\label{eq:rim}
\end{equation}
The right side knows nothing of the surface inside the rim. Roughening the interface while its rim is held fixed cannot change $\mathbf S$, and so cannot change $Q$.

\subsection{The theorem}

For $\mathbf S\neq0$, the average normal is the unit vector
\begin{equation}
\mathbf N=\frac{\mathbf S}{|\mathbf S|} .
\end{equation}
It is the average of $\mathbf n$ weighted by true area, scaled to unit length. The flat projection is the projection of the interface along $\mathbf N$ onto a plane perpendicular to $\mathbf N$. An element $dA$ has the projected area $\mathbf N\cdot\mathbf n\,dA$, negative on sheets that are turned over. The projection thus has the net area
\begin{equation}
\int\mathbf N\cdot\mathbf n\,dA
=\mathbf N\cdot\mathbf S
=\frac{\mathbf S\cdot\mathbf S}{|\mathbf S|}=|\mathbf S| .
\end{equation}

Let both polarizations lie along this direction, $\mathbf P_1=p_1\mathbf N$ and $\mathbf P_2=p_2\mathbf N$, where $p_1$ and $p_2$ may have either sign. Equation~\eqref{eq:vector} becomes
\begin{equation}
Q_{\rm rough}=(p_1-p_2)\,\mathbf N\cdot\mathbf S
=(p_1-p_2)|\mathbf S| .
\end{equation}
The flat projection has the normal $\mathbf N$ everywhere, hence the uniform density $p_1-p_2$. With its net area $|\mathbf S|$,
\begin{equation}
Q_{\rm flat}=(p_1-p_2)|\mathbf S|=Q_{\rm rough} .
\label{eq:theorem}
\end{equation}
This proves the statement for rough interfaces with or without overhangs. If the projected rim crosses itself, parts of the flat projection may count as negative area.

\subsection{What the alignment does}

Suppose the difference of the polarizations also has a part $\mathbf D_\perp$ perpendicular to $\mathbf N$. Its contribution to the total is $\mathbf D_\perp\cdot\mathbf S=|\mathbf S|\,\mathbf D_\perp\cdot\mathbf N=0$. The rough and flat totals then still agree, so alignment is sufficient for the theorem but not necessary. Slopes that face one way gain charge from $\mathbf D_\perp$, and slopes that face the other way lose it.

Alignment adds a local property. Without overhangs, it makes the charge per projected area the same at every point, as equation~\eqref{eq:local} shows. With a perpendicular part, the charge is redistributed between the slopes although its sum is unchanged.

A closed interface, such as the surface of an inclusion of crystal 2 wholly inside crystal 1, has no rim. Equation~\eqref{eq:rim} then gives $\mathbf S=0$. It has no average normal, and its total bound charge is zero: the positive charge on one side balances the negative charge on the other.

\section{Numbers, fields and limits of the model}

\subsection{Symbols and results carried over}

Crystal 1 lies below crystal 2, and $\mathbf n$ points from 1 to 2. The zero-field polarizations along the average normal are $p_1$ and $p_2$; write $\sigma_0=p_1-p_2$ for the flat density. The local charge per true area is $\sigma=(\mathbf P_1-\mathbf P_2)\cdot\mathbf n$. The total is $Q=(\mathbf P_1-\mathbf P_2)\cdot\mathbf S$, where the vector area $\mathbf S=\int\mathbf n\,dA$ is fixed by the rim. For an interface $z=h(x,y)$ with polarizations along $z$, the charge per projected area is $\sigma_0$ at every point.

\subsection{Periodic interfaces}

The example uses an interface that repeats with horizontal periods $\mathbf a_1$ and $\mathbf a_2$. Its cell has two pairs of matching edges. Let $C$ be the edge that runs from a corner to the same corner shifted by $\mathbf a_1$. The opposite edge is $C$ shifted by $\mathbf a_2$ and is traversed backwards. This pair contributes to $\oint\mathbf r\times d\mathbf l$
\begin{equation}
\int_C\mathbf r\times d\mathbf l-\int_C(\mathbf r+\mathbf a_2)\times d\mathbf l
=-\mathbf a_2\times\mathbf a_1=\mathbf a_1\times\mathbf a_2 .
\end{equation}
The other pair runs along $\mathbf a_2$. Its shifted edge is traversed forwards, and it contributes $\mathbf a_1\times\mathbf a_2$ as well. With the factor $\frac12$ of the rim formula, $\mathbf S=\mathbf a_1\times\mathbf a_2$. For a square cell of side $L$ this is $L^2$ along $z$. The average normal is vertical, however rough the cell may be.

For uniform polarizations, the total bound charge of an interface depends only on the polarization difference and the rim, so roughening the interface with its rim held fixed leaves the total unchanged. What remains is to check this with numbers, to find the fields near a rough interface, and to see what happens when the polarization is induced by a field or is not uniform.
